# Choosing a Friedel-adjusted screening length for charged impurities in two-dimensional channels

## Definitions and conventions

The setting discussed here decides how the screening length of a charged impurity beside a two-dimensional channel is obtained: from the linear Thomas–Fermi formula, or by adjustment until the scattering phase shifts account for the impurity charge.

Electrons of mass $m$ move in a sheet with energy $\hbar^2k^2/2m$ and total degeneracy $g$ (spin times valleys). At zero temperature they fill states up to $k_F$, so the density is $n=gk_F^2/4\pi$ and the density of states is $D=gm/2\pi\hbar^2$. A point charge $Ze$, $e>0$, lies at distance $d$ from the sheet, in a medium of mean permittivity $\varepsilon$. $V$ is the electron's potential energy, negative for $Z>0$, and $N$ is the number of electrons gained by the sheet at fixed Fermi energy $E_F$. Angular momentum is $\ell=0,\pm1,\dots$ and $\delta_\ell$ is positive for attraction.

The electrons are independent, the impurities do not overlap, and no gate is near.

## The potential and its one parameter

The unscreened potential energy has the Fourier transform $-Ze^2e^{-qd}/2\varepsilon q$. If the density responds as $-DV$, the induced electrons add $(e^2/2\varepsilon q)(-D\hat V)$. Solving for $\hat V$ gives

$$\hat V(q)=-\frac{Ze^2}{2\varepsilon}\frac{e^{-qd}}{q+q_s},\qquad q_s=q_{TF}=\frac{e^2D}{2\varepsilon}=\frac{gme^2}{4\pi\varepsilon\hbar^2}.$$

The adjusted setting keeps this form but frees $q_s$; the screening length is $1/q_s$. In real space $V(r)=(2\pi)^{-1}\int_0^\infty q J_0(qr)\hat V\,dq$. Writing $1/(q+q_s)=\int_0^\infty e^{-(q+q_s)s}ds$ and using $\int_0^\infty qe^{-qh}J_0(qr)dq=h/(r^2+h^2)^{3/2}$ with $h=d+s$,

$$V(r)=-\frac{Ze^2}{4\pi\varepsilon}\int_0^\infty \frac{e^{-q_ss}(d+s)}{[r^2+(d+s)^2]^{3/2}}\,ds .$$

The integrand is positive, so $|V|$ falls at every $r$ when $q_s$ rises. At large $r$ the tail is $-(Ze^2/4\pi\varepsilon)(d/q_s+1/q_s^2)/r^3$.

## Phases by radial integration

With $U=2mV/\hbar^2$ the radial equation is $\psi''+\psi'/r+(k^2-\ell^2/r^2-U)\psi=0$. Set $\psi=cJ_\ell(kr)-sY_\ell(kr)$ and require $c'J_\ell-s'Y_\ell=0$. Substitution leaves $c'J_\ell'-s'Y_\ell'=U\psi$, all primes being $d/dr$. Since $J_\ell Y_\ell'-J_\ell'Y_\ell=2/\pi r$, these two equations give

$$s'=-\tfrac{\pi r}{2}U\psi J_\ell,\qquad c'=-\tfrac{\pi r}{2}U\psi Y_\ell .$$

For $c=A\cos\delta_\ell$, $s=A\sin\delta_\ell$ we have $\delta_\ell'=(cs'-sc')/A^2$, hence

$$\delta_\ell'(r)=-\frac{\pi m}{\hbar^2}\,rV(r)\,[J_\ell\cos\delta_\ell-Y_\ell\sin\delta_\ell]^2,\qquad \delta_\ell(0)=0 .$$

Integration outward gives the phase itself, not its remainder modulo $\pi$.

## Why the phases count electrons

Enclose the system in a disk with a hard wall at $R$. Write $J_\ell=M\cos\theta$, $Y_\ell=M\sin\theta$, where $\theta$ starts at $-\pi/2$ and increases with $r$. Then $\psi=AM\cos(\theta+\delta_\ell)$. At a node the bracket in the phase equation vanishes, so $\delta_\ell'=0$ and $\theta+\delta_\ell$ crosses the nodal value upward. The number of nodes inside $R$ is therefore the integer part of $(\theta+\delta_\ell)/\pi+\tfrac12$. By the oscillation theorem it is also the number of levels below the chosen energy, bound levels included. Averaged over an energy window holding many levels, this staircase becomes $(\theta+\delta_\ell)/\pi$. Subtracting the free result leaves $\delta_\ell/\pi$, and summing over channels,

$$N=\frac g\pi\sum_{\ell=-\infty}^{\infty}\delta_\ell(k_F).$$

A net charge $Z-N$ would leave a potential $\propto(Z-N)/q$ at small $q$, whereas a screened $\hat V(0)$ is finite. The condition is thus $N=Z$.

It has at most one solution. A potential that is lower everywhere gives a larger right-hand side of the phase equation at equal $\delta_\ell$, hence larger phases. So $N/Z$ falls as $q_s$ rises, for either sign of $Z$. It tends to zero for $q_s\to\infty$. For $q_s\to0$ the potential acquires a slowly varying $1/r$ tail, where the local density change $-DV$ has an unbounded integral over the area. A root therefore exists, and a bracketed search finds it.

The rule fixes one number. The density built from the resulting wave functions need not reproduce the assumed $V(r)$, so the setting is a one-parameter closure, not a self-consistent calculation.

## Completing the slow sum

To first order in $V$ the bracket becomes $J_\ell^2$:

$$\delta_\ell^B=-\frac{\pi m}{\hbar^2}\int_0^\infty rVJ_\ell^2(kr)\,dr .$$

Because $\sum_\ell J_\ell^2=1$ and $\hat V(0)=2\pi\int_0^\infty rV\,dr$,

$$N_B=-\frac{gm}{2\pi\hbar^2}\hat V(0)=Z\frac{q_{TF}}{q_s}.$$

At this order the sum rule returns $q_s=q_{TF}$ for any density and any $d$.

The individual terms fall slowly. Projecting the addition theorem $J_0(2kr\sin\frac\theta2)=\sum_\ell J_\ell^2(kr)\cos\ell\theta$ on $\cos\ell\theta$ gives

$$\delta_\ell^B=-\frac{m}{2\pi\hbar^2}\int_0^\pi\hat V(2k\sin\tfrac\theta2)\cos\ell\theta\,d\theta .$$

Near $\theta=0$, $\hat V\simeq\hat V(0)[1-k\theta(d+1/q_s)]$. Two integrations by parts leave minus this slope divided by $\ell^2$, since the slope at $\theta=\pi$ is zero:

$$\delta_\ell^B\simeq \frac{Z}{g}\frac{q_{TF}}{q_s}\frac{k(d+1/q_s)}{\ell^2}.$$

With $\sum_{\ell>L}\ell^{-2}\simeq1/(L+\frac12)$, stopping at $|\ell|=L$ loses the charge

$$\Delta N\simeq\frac{2Z}{\pi}\frac{q_{TF}}{q_s}\frac{k(d+1/q_s)}{L+1/2}.$$

Cutting the $r^{-3}$ tail at $R$ causes a similar loss, of order $1/R$. Both are avoided by

$$N=Z\frac{q_{TF}}{q_s}+\frac g\pi\sum_{|\ell|\le L}(\delta_\ell-\delta_\ell^B),$$

with both phases integrated to the same $R$. Beyond $R$, for $|\ell|\ll kR$, the two squared brackets have the same mean $1/\pi kr$ and differ by an oscillating part, so the remaining error per channel is of order $R^{-3}$. The subtracted sum begins at second order in $V$; $L$ is raised until it settles.

## When the adjustment matters

The second-order term gives an inexpensive estimate. For occupied $p<k_F$, perturbation theory gives the grand potential $\Omega_2=-\frac12\int\frac{d^2q}{(2\pi)^2}|\hat V|^2\Pi(q)$ with

$$\Pi=\frac{4gm}{\hbar^2}\int_{p<k_F}\frac{d^2p}{(2\pi)^2}\frac{1}{q^2+2pq\cos\phi}.$$

The principal-value angular integral is $2\pi/(q\sqrt{q^2-4p^2})$ for $q>2p$ and zero for $q<2p$. Integration over $p$ gives $\Pi=D$ for $q\le2k_F$ and $\Pi=D[1-\sqrt{1-4k_F^2/q^2}]$ above.

Since $N=-\partial\Omega/\partial E_F$, only $q>2k_F$ contributes. There, with $k_F^2\propto E_F$ and $q=2k_F\cosh u$,

$$\frac{\partial\Pi}{\partial E_F}=\frac{D}{2E_F\cosh^2u\,\tanh u},\qquad q\,dq=4k_F^2\cosh u\sinh u\,du .$$

The hyperbolic factors cancel, and $k_F^2/E_F=2m/\hbar^2$ leads to

$$N_2=\frac{gm^2}{2\pi^2\hbar^4}\int_0^\infty|\hat V(2k_F\cosh u)|^2du .$$

Let $N_2$ now be evaluated for $Z=1$ and $q_s=q_{TF}$. Solving $Zq_{TF}/q_s+Z^2N_2=Z$ gives, for weak charge,

$$q_s/q_{TF}\simeq1+ZN_2 .$$

At this order positive charges need a shorter screening length and negative ones a longer one. The cases with $Z=\pm1$ below follow this sign, but for larger $|Z|$ higher orders can cancel or reverse the shift. At fixed $d$ and $q_{TF}$, $N_2$ falls as density rises, because $|\hat V(2k_F\cosh u)|$ falls at every $u$. The linear length suffices for the charge balance when $|Z|N_2$ is below the accepted relative error and higher orders are small.

## Keeping the correct branch at low density

An attractive $V$ always binds in this band. The trial function $\exp[-\frac12(r/a)^\alpha]$ has $\int_0^\infty r|\psi'|^2dr=\alpha/4$, which vanishes as $\alpha\to0$, while $\int rV\psi^2dr$ tends to $e^{-1}\int rV\,dr<0$.

For a shallow level of energy $-\hbar^2\kappa^2/2m$, the outside function $K_0(\kappa r)$ is proportional to $\ln r+\ln(\kappa/2)+\gamma$ at small $\kappa r$, where $\gamma$ is Euler's constant. The scattering function is proportional to $\ln r+\ln(k/2)+\gamma-\frac\pi2\cot\delta_0$. Both continue nearly the same inner solution, so

$$\cot\delta_0\simeq\frac2\pi\ln\frac k\kappa .$$

Thus $\delta_0\to\pi$ as $k\to0$. Reducing it to the interval around zero would remove $g$ electrons from $N$.

## From phases to mobility

Each partial wave of the incident plane wave changes from $J_\ell$ to $e^{i\delta_\ell}(J_\ell\cos\delta_\ell-Y_\ell\sin\delta_\ell)=J_\ell+ie^{i\delta_\ell}\sin\delta_\ell(J_\ell+iY_\ell)$. The asymptotic form of $J_\ell+iY_\ell$ gives

$$|f(\phi)|^2=\frac{2}{\pi k}\Big|\sum_\ell e^{i\delta_\ell}\sin\delta_\ell\,e^{i\ell\phi}\Big|^2 .$$

In $\sigma_{tr}=\int_0^{2\pi}|f|^2(1-\cos\phi)d\phi$, the cosine couples neighbouring $\ell$. The terms combine into $(2/k)\sum_\ell|e^{i\delta_\ell}\sin\delta_\ell-e^{i\delta_{\ell+1}}\sin\delta_{\ell+1}|^2$. Since $e^{ia}\sin a=(e^{2ia}-1)/2i$,

$$\sigma_{tr}=\frac2k\sum_\ell\sin^2(\delta_\ell-\delta_{\ell+1}),\qquad \mu=\frac{e}{\hbar k_Fn_i\sigma_{tr}},$$

where $n_i$ is the impurity density and $1/\tau=n_i(\hbar k_F/m)\sigma_{tr}$, $\mu=e\tau/m$ were used. For small phases $\sum_\ell\delta_\ell^Be^{i\ell\phi}=-m\hat V/2\hbar^2$, so the Born width is $\sigma_B=(m^2/\pi\hbar^4k)\int_0^\pi\hat V^2(1-\cos\theta)d\theta$, with $q=2k\sin(\theta/2)$.

## Example: a silicon inversion layer

Take a Si(100) layer at 4.2 K with rough typical parameters: mass $0.19$ free-electron masses, $g=4$, relative permittivities 11.7 (Si) and 3.9 (oxide) with mean 7.8, $n=10^{12}$ cm$^{-2}$, $d=2.5$ nm and $n_i=10^{11}$ cm$^{-2}$. Then $k_F=\sqrt{\pi\times0.01}=0.177$ nm$^{-1}$, $E_F=6.30$ meV and $q_{TF}=1.841$ nm$^{-1}$. The phase equation is integrated by a fourth-order Runge–Kutta method to $R=120$ nm with $L=15$.

At $q_s=q_{TF}$ the displaced charge is $1.032$ for $Z=+1$ and $-0.940$ for $Z=-1$. Adjustment gives

| | $Z=+1$ | $Z=-1$ |
|---|---|---|
| $q_s$ (nm$^{-1}$) | 1.900 | 1.725 |
| $1/q_s$ (nm) | 0.526 | 0.580 |
| $\delta_0,\delta_1,\delta_2$ (rad) | 0.422, 0.099, 0.031 | −0.407, −0.099, −0.034 |
| $\sigma_{tr}$ (nm) | 2.38 | 2.18 |
| $\mu$ (cm²/Vs) | 36,000 | 39,000 |

The estimate $N_2=0.049$ predicts changes in $q_s$ of $\pm4.9\%$; the roots show $+3.2\%$ and $-6.3\%$. The unequal sizes reflect higher orders, which are not negligible here: at $q_s=q_{TF}$ the part of $N$ odd in $Z$ is $(1.032+0.940)/2=0.986$, instead of the first-order value 1.

For $Z=+1$, a plain sum to $L=15$ at the root gives 0.979 electrons. The loss formula predicts $(2/\pi)(0.969)(0.177)(3.026)/15.5=0.021$, which is the missing part. Without completion, the root search would answer this truncation error as well as the physics.

For $Z=+1$, the first two phase differences give $\sigma_{tr}\simeq(4/0.177)[\sin^2(0.322)+\sin^2(0.068)]=2.37$ nm; the factor 4 includes both signs of $\ell$.

The Born width with $q_{TF}$ is 2.47 nm, or 35,000 cm²/Vs. For $Z=-1$ the smaller $q_s$ multiplies $\hat V^2$ by 1.12 to 1.14 over $0\le q\le2k_F$, so a Born calculation with the adjusted length would raise the width to about 2.8 nm. The phases give 2.18 nm. For this negative charge, inserting the adjusted length into a Born rate moves the result the wrong way. For $Z=+1$ the corresponding factor is 0.94 to 0.95, giving about 2.3 nm against 2.38 nm from the phases, a move in the right direction. The adjusted length is thus no general correction to a Born rate; length and phases should be used together.

Diagonalizing the radial problem for $Z=+1$ in a disk of radius 1500 nm gives a bound state at 0.059 meV, $\kappa=0.0172$ nm$^{-1}$. At $k=10^{-4}$ nm$^{-1}$ the radial integration gives $\delta_0=2.84$, near $\pi$. In the independent-electron count the level contributes four electrons and the continuum states filled up to $E_F$ lose three, leaving one. This level belongs to the model of one isolated impurity. In the ideal sheet its decay length $1/\kappa=58$ nm exceeds the mean impurity spacing of 32 nm. With the thickness and image factors of the last section the level deepens to about 0.23 meV and $1/\kappa$ falls to 29 nm. That is still comparable with the spacing, and the binding stays below $k_BT=0.36$ meV at 4.2 K, so a sharp separate level is unlikely at this impurity density.

With $d$ and all other parameters fixed, density changes the adjustment as follows:

| $n$ (cm$^{-2}$) | $q_s/q_{TF}$, $Z=+1$ | $q_s/q_{TF}$, $Z=-1$ |
|---|---|---|
| $3\times10^{11}$ | 1.12 | 0.82 |
| $10^{12}$ | 1.03 | 0.94 |
| $3\times10^{12}$ | 1.005 | 0.99 |

For this ideal sheet of zero thickness, the linear length is adequate at the highest density if a charge error of one or two per cent is acceptable. At the lowest density the adjustment is needed, separately for each sign.

## What the setting cannot repair

Real inversion layers have thickness, which changes both the scattering rate and the size of the adjustment. Take the normalized profile $\rho(z)=b^3z^2e^{-bz}/2$ with mean depth $3/b=2.5$ nm. The factor $e^{-qd}$ becomes $P=\int\rho e^{-qz}dz$, and $q_s$ is multiplied by $(7.8/11.7)[\iint\rho(z)\rho(z')e^{-q|z-z'|}dz\,dz'+\frac12P^2]$, whose last term is the image contribution. This factor is one at $q=0$, so charge balance at long wavelength does not reveal the weaker screening at finite $q$. Numerical integration at $q_s=q_{TF}$ raises the Born rate by a factor 3.1, lowering its mobility to about 11,000 cm²/Vs. Low-temperature silicon inversion layers have mobilities of roughly $10^4$ cm²/Vs, but also suffer interface roughness, and good oxides have fewer charges than assumed here. The agreement in size is therefore no validation.

The weaker screening at finite $q$ also enlarges the adjustment. Solving $N=Z$ with these thickness and image factors gives $q_s/q_{TF}\simeq1.17$ for $Z=+1$ and $0.76$ for $Z=-1$ at $10^{12}$ cm$^{-2}$, and about 1.04 and 0.91 at $3\times10^{12}$ cm$^{-2}$, the depth being held at 2.5 nm in both cases. At $10^{12}$ cm$^{-2}$ the phases found with these adjusted lengths give mobilities of about 11,500 cm²/Vs for $Z=+1$ and 17,000 cm²/Vs for $Z=-1$. The Born value of 11,000 cm²/Vs is therefore a poor guide for negative charges in this layer. These figures depend on the assumed depth. Minimizing the subband energy over $b$, with normal mass 0.916 and $10^{11}$ cm$^{-2}$ depletion charge, gives $3/b=3.0$ nm at $10^{12}$ cm$^{-2}$ and 2.2 nm at $3\times10^{12}$ cm$^{-2}$. The ratios then become 1.13 and 0.79, and 1.05 and 0.89. The mobilities at $10^{12}$ cm$^{-2}$ become about 12,700 and 17,600 cm²/Vs, against a Born value of 12,400. The smaller changes in the density table belong to the ideal sheet and should not be carried over to a real layer.

Exchange and correlation are also left out. The ratio $r_s=(\pi n)^{-1/2}me^2/4\pi\varepsilon\hbar^2$ is 2.6 at $10^{12}$ cm$^{-2}$ and 4.7 at $3\times10^{11}$ cm$^{-2}$, so their effect on the screening need not be smaller than the adjustment.

A gate takes part of the screening charge. For an interface charge, oxide thickness $t$ and a grounded gate, the long-wavelength potential balance is $N=De^2[(Z-N)t/\varepsilon_{ox}-Nd/\varepsilon_{Si}]$. At $t=20$ nm the channel supplies 4.6% less than $Z$. Both the target charge and $\hat V(q)$ must then be changed; forcing $N=Z$ would misstate the channel charge by about 5%, an error comparable with the ideal-sheet adjustment at $10^{12}$ cm$^{-2}$, though smaller than the thick-layer one.

Temperature sets another limit. At 4.2 K, $k_BT/E_F=0.06$, and averaging $N$ over the thermal window changes it by less than 0.1% at $10^{12}$ cm$^{-2}$. At $3\times10^{11}$ cm$^{-2}$ the ratio is 0.19 and the change is about 1%, so the table's first row is strictly a zero-temperature result. At 300 K and $10^{12}$ cm$^{-2}$ the ratio is 4.1, so the zero-temperature condition at $k_F$ no longer applies. A triangular-well estimate with $10^{11}$ cm$^{-2}$ depletion charge puts the next subbands about 25 meV above the lowest, well beyond $E_F$, so one subband is a sound assumption at 4.2 K. The corresponding oxide field is 0.5 MV/cm, far below a rough breakdown field of 10 MV/cm.
